# Why a silicon etalon's free spectral range needs the group index

## Problem

A flat silicon plate, 0.1 mm thick with polished parallel faces, stands in air and is used as an etalon at normal incidence. Light near the vacuum wavelength 1550 nm passes through it, and the transmission shows a regular series of peaks. At this wavelength the phase index of silicon is $n=3.48$ and its group index is $n_g=3.6$.

(a) What is the free spectral range, that is, the frequency spacing of neighbouring peaks?

(b) What is the spacing in wavelength?

(c) Why is the value of the phase index at 1550 nm not enough to find it?

(d) If the spacing were measured and interpreted with the phase index, what thickness would be inferred?

Throughout, $\nu$ is ordinary frequency, $\lambda=c/\nu$ is the vacuum wavelength and $L$ is the thickness. The plate is taken as lossless.

## A tempting solution

A peak appears when a whole number $m$ of half-waves fits into the plate. The wavelength inside is $\lambda/n$, so

$$
L=m\,\frac{\lambda}{2n}=\frac{mc}{2n\nu}
\qquad\Rightarrow\qquad
\nu_m=\frac{mc}{2nL}.
$$

The next peak has $m+1$ in place of $m$. The index hardly changes between neighbouring peaks, so it is treated as constant, and subtraction gives

$$
\nu_{m+1}-\nu_m=\frac{c}{2nL}
=\frac{2.998\times10^{8}\ \text{m/s}}{2\times3.48\times10^{-4}\ \text{m}}
=430.7\ \text{GHz}.
$$

The group index was never used, which suggests that it was superfluous. In fact this answer is too large by 14.4 GHz.

## Locating the fault

### The peak condition is sound

The first step survives scrutiny. Let $r$ be the amplitude reflection coefficient of a face for light arriving from inside, and $R=r^2$. For silicon against air,

$$
r=\frac{n-1}{n+1},
$$

which is real and positive, so reflection inside the plate adds no phase. One round trip therefore adds only the propagation phase over the distance $2L$:

$$
\phi(\nu)=\frac{2\pi n(\nu)}{\lambda}\,2L=\frac{4\pi\nu\,n(\nu)L}{c}.
$$

The transmission coefficients for entering and leaving are $2/(n+1)$ and $2n/(n+1)$. Their product is $4n/(n+1)^2=1-R$. The transmitted wave is the sum of the contributions that have made $0,1,2,\dots$ round trips. Each further trip multiplies the amplitude by $r^2e^{i\phi}=Re^{i\phi}$, so the sum is a geometric series:

$$
t=(1-R)e^{i\phi/2}\sum_{q=0}^{\infty}\left(Re^{i\phi}\right)^q
=\frac{(1-R)e^{i\phi/2}}{1-Re^{i\phi}} .
$$

The squared modulus of the denominator is

$$
1+R^2-2R\cos\phi=(1-R)^2+2R(1-\cos\phi)=(1-R)^2+4R\sin^2\frac{\phi}{2},
$$

and hence the transmittance is

$$
T=|t|^2=\left[1+\frac{4R}{(1-R)^2}\sin^2\frac{\phi}{2}\right]^{-1}.
$$

This reaches its greatest value, 1, when $\phi=2\pi m$. A slow variation of $R$ with frequency does not move these points, because $T=1$ there whatever the value of $R$. Inserting $\phi$ gives

$$
\nu_m\,n(\nu_m)=\frac{mc}{2L}. \tag{1}
$$

This is the condition used above, with one detail made visible: the index belongs to the frequency of the peak in question.

### The subtraction is not

Write $n_m=n(\nu_m)$ and subtract condition (1) for $m$ from that for $m+1$:

$$
\nu_{m+1}n_{m+1}-\nu_mn_m=\frac{c}{2L}. \tag{2}
$$

The tempting solution replaced both indices by one number. To see what this discards, define

$$
\Delta\nu=\nu_{m+1}-\nu_m,\quad \Delta n=n_{m+1}-n_m,\quad
\bar\nu=\frac{\nu_{m+1}+\nu_m}{2},\quad \bar n=\frac{n_{m+1}+n_m}{2}.
$$

Multiplying out,

$$
\bar n\,\Delta\nu=\tfrac12\left(n_{m+1}\nu_{m+1}-n_{m+1}\nu_m+n_m\nu_{m+1}-n_m\nu_m\right),
$$

$$
\bar\nu\,\Delta n=\tfrac12\left(\nu_{m+1}n_{m+1}-\nu_{m+1}n_m+\nu_mn_{m+1}-\nu_mn_m\right).
$$

In the sum the mixed products cancel, leaving the left side of (2). Thus

$$
\frac{2L}{c}\left(\bar n\,\Delta\nu+\bar\nu\,\Delta n\right)=1. \tag{3}
$$

The 1 on the right is the one extra half-wave that must fit into the plate. The first term is what the higher frequency supplies at fixed index. The second is what the change of index supplies. The tempting solution kept the first and dropped the second on the grounds that $\Delta n$ is small. But $\Delta n$ is multiplied by the whole optical frequency, about 193 THz, whereas $\bar n$ is multiplied only by the spacing, a fraction of 1 THz. The fair comparison is between $\Delta n/n$ and $\Delta\nu/\nu$, and both are small.

## The right solution

### From the phase condition to the group index

The quantity that grows by equal steps from peak to peak is $\nu n(\nu)$. Its rate of change defines the group index:

$$
n_g(\nu)=\frac{d(\nu n)}{d\nu}=n+\nu\frac{dn}{d\nu}.
$$

Since $\lambda=c/\nu$, we have $d\lambda/d\nu=-\lambda/\nu$, so $\nu\,dn/d\nu=-\lambda\,dn/d\lambda$ and equivalently

$$
n_g=n-\lambda\frac{dn}{d\lambda}.
$$

The left side of (2) is the integral of this derivative between the two peaks:

$$
\frac{c}{2L}=\int_{\nu_m}^{\nu_{m+1}}n_g(\nu)\,d\nu=\langle n_g\rangle\,\Delta\nu
\qquad\Rightarrow\qquad
\Delta\nu=\frac{c}{2\langle n_g\rangle L}, \tag{4}
$$

where $\langle n_g\rangle$ is the average over the interval. No approximation has been made since (1). Now expand $n_g$ about the middle of the interval. The linear term averages to zero, and the first correction is $n_g''(\Delta\nu)^2/24$, with $n_g''$ the second frequency derivative. If $n_g$ is smooth on the scale of one spacing, this is negligible, and

$$
\boxed{\ \text{FSR}=\frac{c}{2n_gL}\ }
$$

### Answers to (a) and (b)

$$
\text{FSR}=\frac{2.998\times10^{8}\ \text{m/s}}{2\times3.6\times10^{-4}\ \text{m}}
=4.16\times10^{11}\ \text{Hz}=416\ \text{GHz}.
$$

For a spacing much smaller than the frequency itself, $|\Delta\lambda|\approx(\lambda^2/c)\,\Delta\nu$. Therefore

$$
|\Delta\lambda|\approx\frac{\lambda^2}{2n_gL}
=\frac{(1550\ \text{nm})^2}{2\times3.6\times10^{5}\ \text{nm}}=3.34\ \text{nm}.
$$

### Answer to (c), with numbers

To follow individual peaks, one needs a function $n(\nu)$ with the given $n$ and $n_g$ at 1550 nm. A simple choice has a single resonance at frequency $\nu_r$:

$$
n^2=1+\frac{A}{1-x},\qquad x=\frac{\nu^2}{\nu_r^2}.
$$

Differentiating, with $\nu\,dx/d\nu=2x$, gives $2n\nu\,dn/d\nu=2Ax/(1-x)^2$. The left side is $2n(n_g-n)$, and $A/(1-x)=n^2-1$, so

$$
\frac{x}{1-x}=\frac{n(n_g-n)}{n^2-1}=\frac{3.48\times0.12}{11.11}=0.0376 .
$$

Hence $x=0.0362$ at 1550 nm, and the resonance wavelength is $1550\sqrt{x}=295$ nm. This is a smooth local model for the neighbourhood of 1550 nm, not a full account of silicon's spectrum. Its slope there is $dn/d\lambda=-7.742\times10^{-5}$ per nm, which returns the group index:

$$
n_g=3.48+1550\times7.742\times10^{-5}=3.60 .
$$

The reflectance of the plate, computed from the electromagnetic boundary conditions with this $n(\nu)$, vanishes at these frequencies:

- order 448: 192.98463 THz
- order 449: 193.40106 THz
- order 450: 193.81739 THz

The spacings are 416.43 and 416.33 GHz, with a mean of 416.38 GHz. The digits beyond 416 serve only to compare results within the model.

Between orders 449 and 450 the index rises by $2.586\times10^{-4}$, which is invisible in a value quoted as 3.48. Yet its contribution to (3) is

$$
\frac{2L}{c}\,\bar\nu\,\Delta n
=\frac{2\times10^{-4}\ \text{m}}{2.998\times10^{8}\ \text{m/s}}
\times1.936\times10^{14}\ \text{Hz}\times2.586\times10^{-4}=0.0334 .
$$

The frequency term supplies the remaining 0.9666. Because dispersion provides about 3 % of the extra half-wave, the frequency need not rise as far as it would at constant index, and the peaks lie closer together. The phase-index value is too large by the factor $n_g/n=3.60/3.48$, an excess of 3.45 % relative to the correct spacing.

What is insufficient is the phase index at a single frequency. The function $n(\nu)$ would suffice, since its slope supplies $n_g$. So would two index values at neighbouring peaks, if their small difference were known accurately enough.

The phase index keeps a task of its own: through (1) it fixes where the peaks lie. At 1550 nm,

$$
\frac{2nL}{\lambda}=\frac{2\times3.48\times10^{5}\ \text{nm}}{1550\ \text{nm}}=449.03,
$$

so the peak of order 449 lies 0.03 of a spacing, about 13 GHz, below the frequency 193.414 THz that corresponds to 1550 nm. The group index alone could not give this position. The figure of 13 GHz holds only if $n=3.48$ and $L=0.1$ mm are taken as exact. The rounding of $n$ alone (3.475 to 3.485) moves $2nL/\lambda$ from 448.4 to 449.7, and 1 µm of extra thickness adds 4.5 orders, so for a real plate these data fix the spacing but neither the order nor the position of the peak nearest 1550 nm.

### Answer to (d)

Setting the correct spacing equal to $c/(2nL')$ gives the inferred thickness

$$
L'=\frac{c}{2n\,\text{FSR}}=L\,\frac{n_g}{n}=100\ \mu\text{m}\times\frac{3.60}{3.48}=103.4\ \mu\text{m}.
$$

The plate would be judged more than 3 µm too thick.

## Two limiting comparisons

First, remove the dispersion and keep everything else. If $n=3.48$ at all frequencies, then $n_g=n$ and the two formulas coincide. The computed peaks of such a plate are 430.74 GHz apart. The tempting solution is thus the right answer for a different, dispersionless material.

Second, hold the group index at 3.60 for 1550 nm and change the phase index to 3.30, using the same form of dispersion law. The phase-index formula would predict a wider spacing than before. The computed mean spacing around the peak nearest 1550 nm is 416.33 GHz, almost the silicon value. The small difference arises because that peak is not exactly at 1550 nm and $n_g$ varies with frequency: the formula with $n_g$ taken at the peak itself reproduces the spacing to within 0.01 GHz.

## The same result in time

A pulse is a superposition of frequencies, and one round trip multiplies each component by $Re^{i\phi(\nu)}$. The real factor $R$ is nearly constant over the spectrum of the pulse and only lowers its height, so the timing is set by the phase. With time dependence $e^{-2\pi i\nu t}$, expand about the central frequency $\nu_0$:

$$
\phi(\nu)-2\pi\nu t\approx\phi(\nu_0)-2\pi\nu_0t+(\nu-\nu_0)\left[\phi'(\nu_0)-2\pi t\right].
$$

The components add in step, and the envelope peaks, when the bracket vanishes. Since $\phi=4\pi\nu nL/c$, this happens at

$$
\tau=\frac{\phi'(\nu_0)}{2\pi}=\frac{2L}{c}\frac{d(\nu n)}{d\nu}=\frac{2n_gL}{c}=\frac{1}{\text{FSR}} .
$$

The free spectral range is the inverse of the round-trip time of a pulse envelope. As a check, a pulse with a Gaussian amplitude spectrum of standard deviation 0.5 THz, centred at 193.414 THz, was propagated numerically through $2L$ of the model silicon. Its energy centroid was delayed by 2.4017 ps, which is the inverse of 416.38 GHz. The phase index would give $2nL/c=2.3216$ ps, the travel time of a wave crest.

## Where the formula needs care

The local formula requires $n_g$ to be nearly constant over one spacing. Differentiating $c/(2n_gL)$ and advancing by one FSR gives the change from one order to the next, $-\text{FSR}^2\,(dn_g/d\nu)/n_g$. Here it is $-0.093$ GHz, or 0.02 % of the spacing. Over a span of many orders the variation adds up. The average in (4) must then be taken over the whole span, with $c/(2L)$ multiplied by the number of orders. Close to a sharp absorption line the plate is no longer lossless, so the transmission peaks need not obey (1), and (4) cannot be relied on.

Coated mirrors can break the assumption of zero reflection phase. If the two reflections add a total phase $\psi(\nu)$, the peak condition is $\phi+\psi=2\pi m$. Neighbouring peaks then differ by $2\pi\approx(\phi'+\psi')\Delta\nu$, so

$$
\Delta\nu\approx\left[\frac{2n_gL}{c}+\frac{1}{2\pi}\frac{d\psi}{d\nu}\right]^{-1}.
$$

A small mirror delay lowers the spacing by a fraction equal to that delay divided by 2.40 ps.

At a tilt, with $s$ the sine of the external angle, $n$ in the phase is replaced by $\sqrt{n^2-s^2}$, the part of the index that belongs to propagation across the plate. Its group counterpart is

$$
\frac{d}{d\nu}\left(\nu\sqrt{n^2-s^2}\right)
=\frac{n^2-s^2+n(n_g-n)}{\sqrt{n^2-s^2}}
=\frac{nn_g-s^2}{\sqrt{n^2-s^2}} .
$$

Putting this in place of $n_g$, a tilt of 5° raises the spacing at fixed frequency by only 0.12 GHz, although it moves the peaks themselves up by about 59 GHz.

## Comparison with a real silicon plate

The indices used are rough room-temperature values for silicon near 1550 nm. The photon energy, 0.80 eV, lies below the band gap of roughly 1.1 eV, so neglecting absorption is reasonable for lightly doped material. The bare faces reflect only $R=0.306$, so the fringes are broad: the transmittance between peaks falls only to $[(1-R)/(1+R)]^2=0.28$. The calculated spacing is only as accurate as the group index and thickness put into it. Taking $n_g$ as 3.55 or 3.65 gives 422 or 411 GHz, and an extra 1 µm of thickness lowers the spacing by 4.1 GHz. An assumed absorption of 1 per cm, with the phase index held fixed, reduces the peak transmittance to 0.981 and produces no resolvable change of spacing.

Temperature affects position and spacing very differently. Take the rough values $dn/dT=1.8\times10^{-4}$ per K, assumed independent of frequency, and thermal expansion $\alpha=2.6\times10^{-6}$ per K. For a given order, (1) keeps $\nu nL$ fixed, so its total change is zero:

$$
n_g\frac{d\nu}{dT}+\nu\frac{dn}{dT}+\nu n\alpha=0
\quad\Rightarrow\quad
\frac{d\nu}{dT}=-\frac{\nu}{n_g}\left(\frac{dn}{dT}+n\alpha\right).
$$

The group index appears because $n$ also changes as the peak moves in frequency. Heating by 1 K shifts the peaks by about $-10.2$ GHz, while the spacing at fixed frequency changes by only $-0.022$ GHz. The second figure depends on $dn_g/dT$, which equals $dn/dT$ only under the assumption made here. In real silicon $dn/dT$ rises toward higher frequency, $dn_g/dT$ is nearer $2.3\times10^{-4}$ per K, and the change is about $-0.03$ GHz. A silicon etalon that must hold its peaks at set frequencies therefore needs temperature control far more than one used only for its peak spacing. Most of the computed values are collected in the numerical output below.

## Table of computed values

```
thickness L = 100.0 um
vacuum wavelength = 1550.0 nm
optical frequency = 193.414 THz
photon energy = 0.800 eV
phase index n = 3.48, group index n_g = 3.60
model resonance wavelength = 295.0 nm
slope dn/dlambda = -7.742e-05 per nm
FSR from group index = 416.38 GHz
FSR from phase index (wrong) = 430.74 GHz
excess of wrong value = 14.36 GHz
relative excess = 3.45 %
FSR in wavelength = 3.337 nm
peak of order 448: 192.98463 THz
peak of order 449: 193.40106 THz
peak of order 450: 193.81739 THz
lower spacing from peaks = 416.43 GHz
upper spacing from peaks = 416.33 GHz
mean spacing from peaks = 416.38 GHz
index change over upper spacing = 2.586e-04
part of extra order from n*dnu = 0.9666
part of extra order from nu*dn = 0.0334
control, constant n = 3.48: spacing 430.74 GHz
control, n = 3.30, n_g = 3.60: 416.33 GHz
pulse round-trip delay = 2.4017 ps
2nL/c (phase index) = 2.3216 ps
thickness inferred with phase index = 103.45 um
reflectance of one face = 0.306
FSR for n_g = 3.55: 422.2 GHz
FSR for n_g = 3.65: 410.7 GHz
FSR change, 1 um thicker = -4.12 GHz
FSR change, tilt 5 deg = 0.122 GHz
FSR change per order = -0.093 GHz
rough dn/dT = 1.8e-04 per K, expansion = 2.6e-06 per K
peak shift for 1 K = -10.16 GHz
FSR change for 1 K = -0.0219 GHz
peak transmittance at absorption 1 per cm = 0.981
size of FSR change by absorption = 4.5e-10 GHz
```
